# How Beam Energy Changes the Clearing Dose of Thin PMMA: test program

```python
"""
Claim under test: at fixed deposited energy density in thin PMMA, the clearing
dose ratio D(100 keV)/D(50 keV) equals S(50 keV)/S(100 keV), about 1.6, where
S = K L is the relativistic Bethe collision stopping power for electrons,
K = 2 pi r^2 mc^2 n / beta^2,
L = ln[tau^2 (tau+2) / (2 (I/mc^2)^2)] + 1 - beta^2
    + [tau^2/8 - (2 tau+1) ln 2]/(tau+1)^2.
T: kinetic energy (eV), tau = T/mc^2, beta = v/c, n: electron density (nm^-3),
r: classical electron radius (nm), I: mean excitation energy (eV),
W: energy transfer (eV). Lengths are in nm and energies in eV.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import exp1, gammainc, gammaln

MC2 = sc.m_e * sc.c**2 / sc.e
R_E = sc.physical_constants["classical electron radius"][0] * 1e9
A0 = sc.physical_constants["Bohr radius"][0] * 1e9
HBARC = sc.hbar * sc.c / sc.e * 1e9

# Example inputs: rough typical PMMA values and a chosen reference dose.
density = 1.19          # g/cm^3
I_pmma = 74.0           # eV
film = 100.0            # nm
dose50 = 500.0          # uC/cm^2
atoms = {6: (5, 12.011), 1: (8, 1.008), 8: (2, 15.999)}  # Z: count, g/mol
molar_mass = sum(c * a for c, a in atoms.values())
electrons = sum(z * c for z, (c, a) in atoms.items())
units_per_nm3 = density * sc.N_A / molar_mass * 1e-21
n_e = electrons * units_per_nm3
plasmon = np.sqrt(4 * np.pi * n_e * R_E) * HBARC


def beta2(T):
    return 1 - 1 / (1 + T / MC2)**2


def prefactor(T):
    return 2 * np.pi * R_E**2 * MC2 * n_e / beta2(T)


def bethe_bracket(T, I=I_pmma):
    tau = T / MC2
    return (np.log(tau**2 * (tau + 2) / (2 * (I / MC2)**2)) + 1 - beta2(T)
            + (tau**2 / 8 - (2 * tau + 1) * np.log(2)) / (tau + 1)**2)


def stopping(T, I=I_pmma):
    return prefactor(T) * bethe_bracket(T, I)


def moller_shape(W, T):
    """Moller cross-section divided by 2 pi r^2 mc^2/(beta^2 W^2)."""
    tau = T / MC2
    return (1 + (W / (T - W))**2 + (tau / (tau + 1) * W / T)**2
            - (2 * tau + 1) / (tau + 1)**2 * W / (T - W))


def soft_bracket(T, cutoff, I=I_pmma):
    b2 = beta2(T)
    return np.log(2 * MC2 * b2 / (1 - b2) * cutoff / I**2) - b2


def split_bracket(T, upper, cutoff=1.0):
    """Soft part plus numerical Moller integral; cutoff is formally small."""
    hard = quad(lambda x: moller_shape(np.exp(x), T),
                np.log(cutoff), np.log(upper), epsabs=1e-10)[0]
    return soft_bracket(T, cutoff) + hard


# Test 1: distant loss in a dispersive medium with valence and core resonances.
core_fraction = 2 * (atoms[6][0] + atoms[8][0]) / electrons
resonances = [(1 - core_fraction, 20.0, 5.0), (core_fraction, 400.0, 100.0)]


def epsilon(w):
    return 1 + sum(f * plasmon**2 / (w0**2 - w**2 - 1j * g * w)
                   for f, w0, g in resonances)


log_w = np.linspace(np.log(1e-3), np.log(1e7), 60001)
w = np.exp(log_w)
eps_w = epsilon(w)
loss = np.imag(-1 / eps_w)
sum_rule = 2 / (np.pi * plasmon**2) * simpson(w**2 * loss, x=log_w)
log_I_model = (2 / (np.pi * plasmon**2)
               * simpson(w**2 * loss * log_w, x=log_w))
assert abs(sum_rule - 1) < 1e-3
eps_static = epsilon(0.0).real
k_cut = 1e6  # hbar k_c v in eV


def field_loss_error(T):
    b2 = beta2(T)
    a = w**2 * (1 - b2 * eps_w)
    k_integral = 0.5 * (np.log(k_cut**2 + a) - np.log(a))
    integrand = w**2 * np.imag(-(1 / eps_w - b2) * k_integral)
    numeric = 4 / (np.pi * plasmon**2) * simpson(integrand, x=log_w)
    formula = 2 * np.log(k_cut) - 2 * log_I_model - np.log(1 - b2) - b2
    return numeric - formula


field_errors = [field_loss_error(T) for T in (5e4, 1e5)]
assert beta2(1e5) * eps_static < 1
# Finite k_c and the slow Lorentz tail leave errors of order width/k_c.
assert max(abs(x) for x in field_errors) < 3e-3
density_deficit = -field_loss_error(1e6)
assert beta2(1e6) * eps_static > 1 and density_deficit > 0.01

# Test 2: oscillator strengths from matrix elements and the Bethe logarithm.
size = 100
ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
recoil = 3.0  # recoil energy in units of the level spacing
kick = expm(1j * np.sqrt(recoil) * (ladder + ladder.T))[:, 0]
levels = np.arange(size)
strengths = levels * np.abs(kick)**2 / recoil
poisson = np.exp(-recoil + levels * np.log(recoil) - gammaln(levels + 1))
assert abs(strengths.sum() - 1) < 1e-8
assert np.max(np.abs(strengths - levels * poisson / recoil)) < 1e-8


def oscillator_log_error(T, spacing, top=30.0):
    """Explicit level sum minus ln(2 m v^2 Q_c/spacing^2)."""
    x1 = spacing / (2 * MC2 * beta2(T))
    total = exp1(x1) - exp1(top)
    for n in range(2, 150):
        low = min(n**2 * x1, top)
        total += (gammainc(n - 1, top) - gammainc(n - 1, low)) / (n - 1)
    return total - np.log(top / x1)


assert abs(oscillator_log_error(5e4, I_pmma)) < 5e-3

# Test 3: Moller cross-section from Dirac matrices, with m = 1.
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1, -1]).astype(complex)]
gam = [np.kron(np.diag([1, -1]), np.eye(2)).astype(complex)]
gam += [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
metric = np.array([1, -1, -1, -1])
gam_low = [g * s for g, s in zip(gam, metric)]


def minkowski(a):
    return np.sum(metric * a * a)


def projector(p):
    return sum(p[i] * gam_low[i] for i in range(4)) + np.eye(4)


def dirac_check(T, fraction):
    tau = T / MC2
    E, wt = 1 + tau, fraction * tau
    p, p4 = np.sqrt(E**2 - 1), np.sqrt((1 + wt)**2 - 1)
    cos4 = (E + 1) * wt / (p * p4)
    k1, k2 = np.array([E, 0, 0, p]), np.array([1.0, 0, 0, 0])
    k4 = np.array([1 + wt, p4 * np.sqrt(1 - cos4**2), 0, p4 * cos4])
    k3 = k1 + k2 - k4
    assert abs(minkowski(k3) - 1) < 1e-10
    s, t, u = minkowski(k1 + k2), minkowski(k1 - k3), minkowski(k1 - k4)
    P1, P2, P3, P4 = [projector(k) for k in (k1, k2, k3, k4)]
    direct = exchange = cross = 0
    for i in range(4):
        for j in range(4):
            gi, gj, hi, hj = gam_low[i], gam_low[j], gam[i], gam[j]
            direct += (np.trace(P3 @ gi @ P1 @ gj)
                       * np.trace(P4 @ hi @ P2 @ hj))
            exchange += (np.trace(P4 @ gi @ P1 @ gj)
                         * np.trace(P3 @ hi @ P2 @ hj))
            cross += np.trace(P3 @ gi @ P1 @ gj @ P4 @ hi @ P2 @ hj)
    amp2 = (direct / t**2 + exchange / u**2 - 2 * cross / (t * u)).real / 4
    invariant = 2 * (((s - 2)**2 + (u - 2)**2 + 4 * t) / t**2
                     + ((s - 2)**2 + (t - 2)**2 + 4 * u) / u**2
                     + 2 * (s - 2) * (s - 6) / (t * u))
    from_traces = np.pi * amp2 / (2 * p**2)
    formula = (2 * np.pi / (beta2(T) * wt**2)
               * moller_shape(fraction * T, T))
    return max(abs(invariant / amp2 - 1), abs(formula / from_traces - 1))


moller_error = max(dirac_check(T, f) for T in (5e4, 1e5, 1e6)
                   for f in (0.05, 0.2, 0.5))
assert moller_error < 1e-8

# Test 4: integrated collision loss against the closed Bethe bracket.
closure_error = max(abs(split_bracket(T, T / 2) - bethe_bracket(T))
                    for T in (5e4, 1e5))
assert closure_error < 1e-4  # omitted terms are of order cutoff/T

# Dose ratio and its parts.
T50, T100 = 5e4, 1e5
S50, S100 = stopping(T50), stopping(T100)
ratio = S50 / S100
speed_factor = beta2(T100) / beta2(T50)
log_factor = bethe_bracket(T50) / bethe_bracket(T100)


def slow_bracket(T):
    return 2 * np.log(T / I_pmma) + 1 - np.log(2)


assert abs(bethe_bracket(1e3) - slow_bracket(1e3)) < 0.01
ratio_slow = 2 * slow_bracket(T50) / slow_bracket(T100)
assert 1.55 < ratio < 1.65 and ratio_slow > ratio
electrons_per_nm2 = dose50 * 1e-6 / sc.e * 1e-14
energy_density = electrons_per_nm2 * S50


# Escape of secondaries: path length from 200 eV upward sets a rough limit.
def path_length(T):
    return quad(lambda x: 1 / stopping(x), 200.0, T)[0]


delta = brentq(lambda T: path_length(T) - film, 300.0, 2e4)


def restricted_ratio(limit):
    return (prefactor(T50) * split_bracket(T50, limit)
            / (prefactor(T100) * split_bracket(T100, limit)))


local_ratio = restricted_ratio(delta)
local_half, local_double = [restricted_ratio(delta * f) for f in (0.5, 2)]
kept50 = split_bracket(T50, delta) / bethe_bracket(T50)
kept100 = split_bracket(T100, delta) / bethe_bracket(T100)
assert ratio < local_ratio < 1.75


# Elastic path lengthening from screened Rutherford scattering.
def path_excess(T):
    b2, gamma = beta2(T), 1 + T / MC2
    pc = MC2 * gamma * np.sqrt(b2)
    inverse_length = 0.0
    for z, (count, mass) in atoms.items():
        radius = 0.885 * A0 / z**(1 / 3)
        screen = 0.5 * (HBARC / (pc * radius))**2
        integral = quad(lambda y: (np.exp(y) / (np.exp(y) + screen))**2,
                        np.log(screen) - 15, np.log(2))[0]
        sigma = 2 * np.pi * (z * R_E / (b2 * gamma))**2 * integral
        inverse_length += count * units_per_nm3 * sigma
    return film * inverse_length / 2


excess50, excess100 = path_excess(T50), path_excess(T100)
ratio_path = ratio * (1 + excess50) / (1 + excess100)
ratio_slowing = (stopping(T50 - film * S50 / 2)
                 / stopping(T100 - film * S100 / 2))
ratio_I_low, ratio_I_high = [stopping(T50, f * I_pmma)
                             / stopping(T100, f * I_pmma)
                             for f in (0.9, 1.1)]
shell_percent = (100 * core_fraction * abs(oscillator_log_error(T50, 500.0))
                 / bethe_bracket(T50))
ratio_charge = stopping(T50 - 100) / stopping(T100 - 100)
eta50 = 0.6
ratio_eta_low, ratio_eta_high = [ratio * (1 + eta50) / (1 + eta50 + d)
                                 for d in (-0.1, 0.1)]
assert max(abs(ratio_path / ratio - 1), abs(ratio_slowing / ratio - 1),
           abs(ratio_charge / ratio - 1)) < 0.01


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("PMMA density (input)", density, "g/cm3")
show("mean excitation energy (input)", I_pmma, "eV")
show("film thickness (input)", film, "nm")
show("dose at 50 keV (input)", dose50, "uC/cm2")
show("electron density", n_e, "nm^-3")
show("plasmon energy of all electrons", plasmon, "eV")
show("beta^2 at 50 keV", beta2(T50))
show("beta^2 at 100 keV", beta2(T100))
show("prefactor K at 50 keV", prefactor(T50), "eV/nm")
show("prefactor K at 100 keV", prefactor(T100), "eV/nm")
show("bracket L at 50 keV", bethe_bracket(T50))
show("bracket L at 100 keV", bethe_bracket(T100))
show("stopping power at 50 keV", S50, "eV/nm")
show("stopping power at 100 keV", S100, "eV/nm")
show("speed factor in dose ratio", speed_factor)
show("logarithmic factor in dose ratio", log_factor)
show("dose ratio, total stopping", ratio)
show("dose ratio, nonrelativistic limit", ratio_slow)
show("incident electrons at 50 keV dose", electrons_per_nm2, "nm^-2")
show("energy density, total stopping", energy_density, "eV/nm3")
show("dose at 100 keV, total stopping", dose50 * ratio, "uC/cm2")
show("secondary energy limit Delta", delta, "eV", 3)
show("fraction of S below Delta, 50 keV", kept50, "", 3)
show("fraction of S below Delta, 100 keV", kept100, "", 3)
show("dose ratio, restricted stopping", local_ratio)
show("restricted ratio, half Delta", local_half)
show("restricted ratio, double Delta", local_double)
show("dose at 100 keV, restricted", dose50 * local_ratio, "uC/cm2")
show("ratio with I 10 percent lower", ratio_I_low)
show("ratio with I 10 percent higher", ratio_I_high)
show("inner-shell effect on S at 50 keV", shell_percent, "percent", 2)
show("energy lost in film at 50 keV", film * S50, "eV", 3)
show("energy lost in film at 100 keV", film * S100, "eV", 3)
show("ratio with slowing in film", ratio_slowing, "", 5)
show("path excess at 50 keV", 100 * excess50, "percent", 2)
show("path excess at 100 keV", 100 * excess100, "percent", 2)
show("ratio with path lengthening", ratio_path, "", 5)
show("ratio with 100 V retarding surface", ratio_charge, "", 5)
show("backscatter coefficient at 50 keV (input)", eta50)
show("ratio if coefficient falls by 0.1", ratio_eta_low)
show("ratio if coefficient rises by 0.1", ratio_eta_high)
show("model static permittivity", eps_static)
show("beta^2 times permittivity at 100 keV", beta2(T100) * eps_static)
show("field-loss test error in L, 50 keV", field_errors[0], "", 2)
show("field-loss test error in L, 100 keV", field_errors[1], "", 2)
show("density reduction of L in model, 1 MeV", density_deficit, "", 3)
show("oscillator-sum test error in L", oscillator_log_error(T50, I_pmma),
     "", 2)
show("Moller test relative error", moller_error, "", 2)
show("closed-bracket test error in L", closure_error, "", 2)
print("all assertions hold")
```

It prints:

```
PMMA density (input): 1.19 g/cm3
mean excitation energy (input): 74 eV
film thickness (input): 100 nm
dose at 50 keV (input): 500 uC/cm2
electron density: 386.5 nm^-3
plasmon energy of all electrons: 23.09 eV
beta^2 at 50 keV: 0.1703
beta^2 at 100 keV: 0.3005
prefactor K at 50 keV: 0.05786 eV/nm
prefactor K at 100 keV: 0.03279 eV/nm
bracket L at 50 keV: 13.22
bracket L at 100 keV: 14.54
stopping power at 50 keV: 0.7651 eV/nm
stopping power at 100 keV: 0.4767 eV/nm
speed factor in dose ratio: 1.765
logarithmic factor in dose ratio: 0.9094
dose ratio, total stopping: 1.605
dose ratio, nonrelativistic limit: 1.812
incident electrons at 50 keV dose: 31.21 nm^-2
energy density, total stopping: 23.88 eV/nm3
dose at 100 keV, total stopping: 802.4 uC/cm2
secondary energy limit Delta: 1.67e+03 eV
fraction of S below Delta, 50 keV: 0.821
fraction of S below Delta, 100 keV: 0.79
dose ratio, restricted stopping: 1.669
restricted ratio, half Delta: 1.664
restricted ratio, double Delta: 1.672
dose at 100 keV, restricted: 834.3 uC/cm2
ratio with I 10 percent lower: 1.607
ratio with I 10 percent higher: 1.603
inner-shell effect on S at 50 keV: 0.017 percent
energy lost in film at 50 keV: 76.5 eV
energy lost in film at 100 keV: 47.7 eV
ratio with slowing in film: 1.6055
path excess at 50 keV: 0.12 percent
path excess at 100 keV: 0.035 percent
ratio with path lengthening: 1.6061
ratio with 100 V retarding surface: 1.6062
backscatter coefficient at 50 keV (input): 0.6
ratio if coefficient falls by 0.1: 1.712
ratio if coefficient rises by 0.1: 1.51
model static permittivity: 1.988
beta^2 times permittivity at 100 keV: 0.5974
field-loss test error in L, 50 keV: -6e-06
field-loss test error in L, 100 keV: -7.5e-06
density reduction of L in model, 1 MeV: 0.443
oscillator-sum test error in L: -0.0013
Moller test relative error: 2.9e-14
closed-bracket test error in L: 2e-05
all assertions hold
```
